# Eliashberg equations from the Nambu self-energy and the sign of pairing, part 1

(Sections cited here and not found follow in the second part.)

A superconductor can be modelled by a constant attraction between electrons inside an energy window around the Fermi level, but then the width of the window, the sign of the interaction and the fate of the Coulomb repulsion are all put in by hand, and the answers depend on these choices. In the model solved below, a repulsion of dimensionless strength $0.4$ cut off at $100$ meV gives $T_c = 3.97$ K, while the same repulsion acting over the whole band gives $6.64$ K. The rule that exchange of a boson attracts fails more badly. Adding a weak boson to the same model raises $T_c$ from $6.6$ K to about $8$ K if the boson couples to the charge and lowers it to about $4$ K if it couples to the spin, although the two bosons have the same propagator. An ordinary one-particle self-energy cannot repair this, because it connects only states of equal particle number and has no place for the pair amplitude $\langle c_{k\uparrow}c_{-k\downarrow}\rangle$. What is missing is a self-energy that keeps the frequency dependence of the interaction, treats the normal and the pair amplitudes together, and fixes their relative sign.

Units are $\hbar = k_B = 1$. The electrons occupy one band with energies $\xi_k=\xi_{-k}$ measured from the chemical potential, without spin-orbit coupling, and the phonons are harmonic. With $A_q = b_q + b^\dagger_{-q}$, so that $A_q^\dagger = A_{-q}$, and with the branch index suppressed,

$$H = \sum_{k\sigma}\xi_k c^\dagger_{k\sigma}c_{k\sigma} + \sum_q \Omega_q b^\dagger_q b_q + \sum_{kk'\sigma} g_{k'k}\,A_{k'-k}\,c^\dagger_{k'\sigma}c_{k\sigma}.$$

The normalisation to the number of cells is contained in $g$. The matrix element is $g_{k'k}=\int \psi_{k'}^*\,\delta V_{k'-k}\,\psi_k$, where $\delta V_q$ is the change of the local, spin-independent potential caused by the mode $q$. Hermiticity of $H$ requires $g_{kk'}=g_{k'k}^*$. Time reversal allows the choice $\psi_{-k}=\psi_k^*$, and since $(-k)-(-k')=k'-k$ is the same mode,

$$g_{-k,-k'}=\int \psi_{-k}^*\,\delta V_{k'-k}\,\psi_{-k'}=\int \psi_{k}\,\delta V_{k'-k}\,\psi_{k'}^* = g_{k'k}.$$

Singlet pairing at zero total momentum mixes $c_{k\uparrow}$ with $c^\dagger_{-k\downarrow}$. Both operators lower the momentum by $k$ and $S_z$ by $\tfrac12$, so they are collected in the Nambu spinor $\Psi_k = (c_{k\uparrow},\,c^\dagger_{-k\downarrow})^T$. As $k$ runs over the zone every electron mode appears exactly once, and $\{\Psi_{kj},\Psi^\dagger_{k'j'}\}=\delta_{kk'}\delta_{jj'}$, so the components are ordinary fermions. Pauli matrices in this space are written $\tau_1,\tau_2,\tau_3$ and the unit matrix $\tau_0$. In the spin-down part of the kinetic term $k$ is renamed $-k$ and $c^\dagger_{-k\downarrow}c_{-k\downarrow} = 1-\Psi^\dagger_{k2}\Psi_{k2}$ is used, which gives $\sum_k \xi_k\Psi_k^\dagger\tau_3\Psi_k$ plus a constant. In the spin-down part of the coupling the summation variables are renamed $k\to-k'$, $k'\to-k$. The phonon operator stays $A_{k'-k}$, the matrix element becomes $g_{-k,-k'}=g_{k'k}$, and the fermion operators are anticommuted:

$$c^\dagger_{-k\downarrow}c_{-k'\downarrow} = \delta_{kk'} - c_{-k'\downarrow}c^\dagger_{-k\downarrow} = \delta_{kk'}-\Psi^\dagger_{k'2}\Psi_{k2}.$$

For $k\ne k'$ this yields two identities,

$$c^\dagger_{k'\uparrow}c_{k\uparrow}+c^\dagger_{-k\downarrow}c_{-k'\downarrow}=\Psi^\dagger_{k'}\tau_3\Psi_k,\qquad c^\dagger_{k'\uparrow}c_{k\uparrow}-c^\dagger_{-k\downarrow}c_{-k'\downarrow}=\Psi^\dagger_{k'}\tau_0\Psi_k .$$

The phonon couples through the first, $H_{ep}=\sum_{kk'} g_{k'k}A_{k'-k}\Psi^\dagger_{k'}\tau_3\Psi_k$, apart from a term linear in $A_0$. The matrix $\tau_3$ is the charge in Nambu space: the upper component is an electron and the lower one a hole, and a potential shifts their energies in opposite directions. The second identity belongs to a field that acts oppositely on a state and on its time-reversed partner. That is the case for a coupling to $S_z$, and also for a spin-independent coupling with $g_{-k,-k'}=-g_{k'k}$, such as a coupling to the current. A vertex even under time reversal carries $\tau_3$, and one of these odd vertices carries $\tau_0$.

The matrix Green function is $G(k,\tau)=-\langle T_\tau\Psi_k(\tau)\Psi_k^\dagger(0)\rangle$, with Fourier components at $\omega_n=(2n+1)\pi T$. Its diagonal holds the electron and hole propagators and its off-diagonal elements hold the pair amplitudes, for example $G_{12}=-\langle T_\tau c_{k\uparrow}(\tau)c_{-k\downarrow}(0)\rangle$. For a quadratic Hamiltonian $\Psi^\dagger h\Psi$ the equation of motion $-\partial_\tau\Psi=h\Psi$ gives $G_0^{-1}=i\omega_n\tau_0-h$. Here $h=\xi_k\tau_3$, to which a small pair field proportional to $\tau_1$ is added so that the expansion can reach the paired state; the field is removed at the end. Averages $\langle\Psi\Psi\rangle$ vanish because $S_z$ is conserved, so Wick's theorem takes its usual form with matrix contractions.

The phonon propagator is $D(q,\tau)=-\langle T_\tau A_q(\tau)A_q^\dagger(0)\rangle$. For free phonons and $0<\tau<1/T$, $\langle A(\tau)A^\dagger\rangle=(1+n_B)e^{-\Omega\tau}+n_Be^{\Omega\tau}$. Multiplying by $e^{i\nu\tau}$ with $\nu=2\pi T l$, integrating, and using $(1+n_B)(1-e^{-\Omega/T})=1$ and $n_B(e^{\Omega/T}-1)=1$,

$$D(q,i\nu)=\frac{1}{i\nu-\Omega}-\frac{1}{i\nu+\Omega}=-\frac{2\Omega}{\nu^2+\Omega^2}.$$

The negative sign is not special to phonons. For any operator $A$, eigenstates $|a\rangle$ of the full Hamiltonian with Boltzmann weights $p_a$ give $D(i\nu)=\sum_{ab}|A_{ab}|^2(p_a-p_b)/(i\nu+E_a-E_b)$, whose real part contains $(p_a-p_b)(E_a-E_b)\le0$ in every term. A boson that couples to the spin therefore has the same sign of $D$ as one that couples to the charge.

The self-energy follows from $G=-\langle T_\tau\Psi(\tau)\Psi^\dagger(0)\,e^{-\int H_{ep}}\rangle_{\rm conn}$. The second-order term is

$$G^{(2)}(k,\tau)=-\frac12\int d\tau'\,d\tau''\,\langle T_\tau\Psi_k(\tau)\,H_{ep}(\tau')\,H_{ep}(\tau'')\,\Psi^\dagger_k(0)\rangle_{\rm conn}.$$

One connected contraction joins $\Psi_k(\tau)$ to the $\Psi^\dagger$ at $\tau'$, the $\Psi$ at $\tau'$ to the $\Psi^\dagger$ at $\tau''$, and the $\Psi$ at $\tau''$ to $\Psi^\dagger_k(0)$. In the order written each contracted pair is adjacent, so no fermion sign arises. The contraction with $\tau'$ and $\tau''$ interchanged is equal, because $H_{ep}$ is even in fermion operators, and it cancels the factor $\tfrac12$. The vertices are $g_{kk'}A_{k-k'}(\tau')$ and $g_{k'k}A_{k'-k}(\tau'')=g_{kk'}^*A^\dagger_{k-k'}(\tau'')$. Three fermion contractions give $(-G_0)^3$, the phonon contraction gives $-D$, and with the sign in front the total is $(-1)(-1)^3(-1)=-1$. Comparison with $G^{(2)}=G_0\Sigma G_0$ gives $\Sigma(k,\tau)=-\sum_{k'}|g_{kk'}|^2D(k-k',\tau)\,\tau_3G_0(k',\tau)\tau_3$, and a product in $\tau$ is a convolution in frequency with the weight $T$. The other connected contraction closes the fermion operators at $\tau''$ on themselves. Momentum conservation then forces $q=0$, and together with the term linear in $A_0$ this describes a static displacement of the lattice, which is taken to be included in $\xi_k$.

Higher orders contain diagrams in which the internal electron line carries self-energy insertions and the phonon line carries electron-hole loops. Summing them replaces $G_0$ and $D$ by the full propagators. All remaining diagrams modify one of the two vertices. Dropping these,

$$\Sigma(k,i\omega_n)=-T\sum_{k'm}|g_{kk'}|^2D(k-k',i\omega_n-i\omega_m)\,\tau_3\,G(k',i\omega_m)\,\tau_3,\qquad G^{-1}=G_0^{-1}-\Sigma .$$

From here on $D$ is a fixed input with the physical, already renormalised frequencies $\Omega_q$. The electron loops must then not be added again, and the small change of the phonons on entering the paired state is neglected.

This structure was compared with exact diagonalisation of a small model: the four modes $k\uparrow$, $-k\downarrow$, $k'\uparrow$, $-k'\downarrow$ with external pair fields, and the two phonons $\pm q$ with $q=k'-k$, all energies in units of $\Omega$. In it the crossed diagram of order $g^4$ is absent. The electron line alternates between $k$ and $k'$, so its vertices alternate between $A_q$ and $A_q^\dagger$, and the crossing would join the first vertex to the third, which needs $\langle A_qA_q\rangle=0$. The first vertex correction is of order $g^6$. Between $g=0.08$ and $0.04$, the difference between the exact $\Sigma$ and the formula scales with the power $4.01$ of $g$ for bare lines and $6.04$ for exact lines. This tests the dressing of the lines and says nothing about the vertex in a real band.

The neglect of the vertex rests on Migdal's estimate. The first correction spans the vertex by one more phonon. Two more factors $-H_{ep}$, two more fermion contractions and one more phonon contraction give the sign $(-1)^2(-1)^2(-1)$. In the normal state the electron component, for incoming frequency $\omega$ and transfer $(q,\nu)$, is multiplied by $1+\Gamma_1$ with

$$\Gamma_1=-T\sum_{\epsilon}\sum_p g^2D(i\omega-i\epsilon)\,G(p,i\epsilon)\,G(p+q,i\epsilon+i\nu).$$

It can be evaluated for a three-dimensional electron gas with constant $g$, one phonon frequency and bare lines. In units $E_F=k_F=1$, $\xi_p=p^2-1$ and $G=-1/(p^2+\kappa^2)$ with $\kappa^2=-1-i\omega$, $\mathrm{Re}\,\kappa>0$. The function $1/(p^2+\kappa^2)$ is the Fourier transform of $e^{-\kappa r}/4\pi r$, the Green function of $-\nabla^2+\kappa^2$, so the momentum convolution is the transform of a product:

$$\int\!\frac{d^3p}{(2\pi)^3}\,G\,G=\int_0^\infty 4\pi r^2\,\frac{\sin qr}{qr}\,\frac{e^{-(\kappa_1+\kappa_2)r}}{16\pi^2r^2}\,dr=\frac{1}{4\pi q}\arctan\frac{q}{\kappa_1+\kappa_2}.$$

The last integral follows because the $q$-derivative of $\int\sin(qr)\,e^{-\bar\kappa r}dr/r$ is $\bar\kappa/(\bar\kappa^2+q^2)$ and the integral vanishes at $q=0$. The density of states per spin is $N_F=\int d^3p\,\delta(p^2-1)/(2\pi)^3=1/4\pi^2$, so $\sum_pGG=N_F(\pi/q)\arctan[q/(\kappa_1+\kappa_2)]$, a formula tested against direct quadrature. Take $T=0$, incoming frequency $-\nu/2$ and outgoing $+\nu/2$, put $\epsilon=x-\nu/2$, and define $\lambda=2N_Fg^2/\Omega$. Then

$$\Gamma_1=\frac{\lambda\Omega}{2}\int\frac{dx}{2\pi}\frac{2\Omega}{\Omega^2+x^2}\,\frac{\pi}{q}\arctan\frac{q}{\kappa(x-\nu/2)+\kappa(x+\nu/2)} .$$

For small frequency $\kappa\approx-i\,\mathrm{sgn}\,\omega+|\omega|/2$, as squaring confirms. For $|x|<\nu/2$ the two frequencies have opposite signs, the imaginary parts cancel and $\kappa_1+\kappa_2=\nu/2$. For $|x|>\nu/2$ the sum is $\mp2i$ to leading order, the arctangent is $\pm i\,\mathrm{artanh}(q/2)$ for $q<2$, and being odd in $x$ it integrates to zero. The Lorentzian weight of the inner interval is $(2/\pi)\arctan(\nu/2\Omega)$. To leading order in $\Omega/E_F$, and for $q$ not close to $2$,

$$\Gamma_1\approx\lambda\,\frac{\Omega}{q}\,\arctan\frac{2q}{\nu}\,\arctan\frac{\nu}{2\Omega}.$$

The real part $|x|$ of $\kappa_1+\kappa_2$ in the outer region, weighted by the $1/x^2$ tail of the Lorentzian up to $x\sim1$, adds a relative correction of order $\Omega\ln(1/\Omega)$. Its coefficient contains the derivative $q/(4-q^2)$ of the arctangent and grows as $q\to2$. At $q=2$ itself the arctangent has real part $\pi/4$ in the outer region, so for $\nu=\Omega$ the estimate is too small by a factor of about $2.2$, while $\Gamma_1$ remains of order $\lambda\Omega/E_F$. For $\nu=\Omega$ and $q=k_F$, quadrature gives $\Gamma_1/\lambda=0.00742$ at $\Omega/E_F=0.01$ against the estimate $0.00726$, and $0.000730$ against $0.000728$ at $\Omega/E_F=0.001$: the correction is of order $\lambda\Omega/E_F$. When $v_Fq=2q\ll\nu$ the first arctangent becomes $2q/\nu$, the small factor cancels, and $\Gamma_1\to\lambda(2\Omega/\nu)\arctan(\nu/2\Omega)$, which is $0.927\lambda$ at $q=10^{-6}$ and $\nu=\Omega=10^{-3}$. Such transfers cover a fraction $\pi q^2/4\pi\sim(\Omega/E_F)^2$ of the Fermi sphere and do not matter for a smooth $g$. The estimate concerns the first correction, in the normal state, at one arrangement of frequencies. It gives no protection when $g$ is concentrated at small $q$, when $E_F$ or the bandwidth is comparable to $\Omega$, or when the coupling is so strong that the harmonic lattice assumed in $D$ is unstable.

Any $2\times2$ matrix is a combination $\Sigma=\Sigma_0\tau_0+\Sigma_1\tau_1+\Sigma_2\tau_2+\Sigma_3\tau_3$, and symmetry restricts the coefficients. The spectral form $G_{jj'}(i\omega)=\sum_{ab}(p_a+p_b)\langle a|\Psi_j|b\rangle\langle b|\Psi^\dagger_{j'}|a\rangle/(i\omega+E_a-E_b)$ shows that $G(i\omega)^\dagger=G(-i\omega)$, so each Pauli coefficient obeys $G_{(\rho)}(i\omega)^*=G_{(\rho)}(-i\omega)$. Assume next that the crystal has an inversion centre and that the state is a singlet of even parity. A spin rotation by $\pi$ about $y$ combined with inversion sends $c_{k\uparrow}\to c_{-k\downarrow}$ and $c_{-k\downarrow}\to-c_{k\uparrow}$, that is $\Psi_1\to\Psi_2^\dagger$, $\Psi_2\to-\Psi_1^\dagger$, up to a common phase that cancels in $G$, and leaves the state unchanged. Therefore

$$G_{11}(\tau)=-\langle T_\tau\Psi_2^\dagger(\tau)\Psi_2(0)\rangle=-G_{22}(-\tau),\qquad G_{12}(\tau)=+\langle T_\tau\Psi_2^\dagger(\tau)\Psi_1(0)\rangle=G_{12}(-\tau),$$

where each last step exchanges two fermion operators under $T_\tau$; $G_{21}$ behaves like $G_{12}$. The $\tau_0$ coefficient is thus odd in frequency and the other three are even, so the first is imaginary and the others are real. The identity $(a-\mathbf b\cdot\boldsymbol\tau)(a+\mathbf b\cdot\boldsymbol\tau)=a^2-\mathbf b^2$, which holds because the Pauli matrices anticommute and square to one, shows that taking the matrix inverse preserves this pattern, so it holds for $G^{-1}$ and for $\Sigma$:

$$\Sigma(k,i\omega_n)=i\omega_n(1-Z)\,\tau_0+\chi\,\tau_3+\phi\,\tau_1+\phi_2\,\tau_2,$$

with $Z,\chi,\phi,\phi_2$ real and even in $\omega_n$. The exact self-energy of the small model passes a test of both properties. A change of phase of all electron operators is $\Psi\to e^{i\theta\tau_3/2}\Psi$. It commutes with the vertex and rotates $(\phi,\phi_2)$ as a vector, so solutions come in a circle of equivalent copies. Time reversal maps the operators in the same way as the operation above but conjugates the average. In a state invariant under it $G_{12}(\tau)=G_{12}(-\tau)^*$, so the even function $G_{12}(\tau)$ is real. Its Fourier coefficients $G_{(1)}-iG_{(2)}$ are then real, which forces $G_{(2)}=0$ and $\phi_2=0$. This copy is used below; paired states that break time reversal need both components.

Now $G^{-1}=i\omega Z\tau_0-(\xi+\chi)\tau_3-\phi\tau_1$, and the identity above with $a=i\omega Z$ gives

$$G=-\frac{i\omega Z\,\tau_0+(\xi+\chi)\,\tau_3+\phi\,\tau_1}{\Theta},\qquad\Theta=\omega^2Z^2+(\xi+\chi)^2+\phi^2 .$$

The zeros of $\Theta$ after continuation $i\omega\to\varepsilon$ lie at $\varepsilon^2=[(\xi+\chi)/Z]^2+(\phi/Z)^2$ if the functions are treated as constants. So $Z$ renormalises the mass, $\chi$ shifts the band, and the gap function is $\Delta=\phi/Z$. The vertices leave $\tau_0$ and $\tau_3$ unchanged but reverse the pair component, $\tau_3\tau_1\tau_3=-\tau_1\tau_3\tau_3=-\tau_1$. With the positive quantity $V=-|g|^2D=|g_{kk'}|^2\,2\Omega/[\Omega^2+(\omega_n-\omega_m)^2]$ and primes for the arguments $(k',\omega_m)$,

$$\Sigma=T\sum_{k'm}V\,\tau_3G'\tau_3=-T\sum_{k'm}V\,\frac{i\omega'Z'\,\tau_0+(\xi'+\chi')\,\tau_3-\phi'\,\tau_1}{\Theta'} .$$

Applying $\tfrac12\mathrm{Tr}\,\tau_\rho$ to both sides separates the Eliashberg equations:

$$\omega_n(Z-1)=T\sum_{k'm}V\frac{\omega'Z'}{\Theta'},\qquad\chi=-T\sum_{k'm}V\frac{\xi'+\chi'}{\Theta'},\qquad\phi=+T\sum_{k'm}V\frac{\phi'}{\Theta'} .$$

They are closed by the particle number. Since $n_k=\langle c^\dagger_{k\uparrow}c_{k\uparrow}+c^\dagger_{-k\downarrow}c_{-k\downarrow}\rangle=1+\langle\Psi_k^\dagger\tau_3\Psi_k\rangle$ and $\langle\Psi^\dagger_{j'}\Psi_j\rangle=G_{jj'}(\tau=0^-)$,

$$n_k=1+T\sum_n\mathrm{Tr}\,\tau_3G=1-2T\sum_n\frac{\xi+\chi}{\Theta},$$

a sum that converges as $1/\omega^2$ without a convergence factor. In the small model at $g=0.08$ this formula and the exact occupation of $k'$ both give $1.67633421$.

The plus sign in the $\phi$ equation lets a pair amplitude reproduce itself, and it is a product of three signs that act on the pair component besides the minus sign in front of $\Sigma$: $D<0$, the sign of $G_{12}=-\phi/\Theta$, and $\tau_3\tau_1\tau_3=-\tau_1$. The first and the third depend on the interaction, and neither suffices alone. If the vertex is $\tau_0$ and $D$ is unchanged, $\tau_0G\tau_0=G$, the equations for $Z$ and $\chi$ stay as they are and $\phi$ changes sign. For spin components other than $z$, the pair amplitude is a matrix $F_{\sigma\sigma'}=\langle c_{k\sigma}c_{-k\sigma'}\rangle$, and a boson exchanged between the two electrons with spin vertex $M$ acts on both indices, $F\to MFM^T$. The singlet is $F\propto i\sigma_2$, and $\sigma_2\sigma_i^T\sigma_2=-\sigma_i$ gives $\sigma_i\sigma_2\sigma_i^T=\sigma_i(\sigma_2\sigma_i^T\sigma_2)\sigma_2=-\sigma_2$, so every spin component reverses the singlet, while $M=1$ preserves it. The physical content is visible in the static limit. Completing the square in $\Omega b^\dagger b+g(b+b^\dagger)(\rho_1+\rho_2)$ leaves the energy $-g^2(\rho_1+\rho_2)^2/\Omega$. The diagonal terms are negative for any coupling and correspond to the normal self-energy. The cross term $-2g^2\rho_1\rho_2/\Omega=g^2D(0)\rho_1\rho_2$ attracts when the two partners carry equal $\rho$, as they do for charge, and repels when they carry opposite $\rho$, as they do for $S_z$.

If instead the vertex is $\tau_3$ but the interaction is a static repulsion, the first sign is reversed. Take $H_U=\tfrac U2(\rho\rho^\dagger+\rho^\dagger\rho)$ with $\rho=\Psi^\dagger_{k'}\tau_3\Psi_k$, and let $t_j=\pm1$ be the diagonal elements of $\tau_3$. To first order in $U$ the operators at $k'$ are averaged. The term $\rho^\dagger\rho$ gives $\Psi^\dagger_jt_j\langle\Psi'_j\Psi'^\dagger_{j'}\rangle t_{j'}\Psi_{j'}$. The term $\rho\rho^\dagger$ gives $t_jt_{j'}\langle\Psi'^\dagger_{j'}\Psi'_j\rangle\Psi_{j'}\Psi_j^\dagger$, and reordering $\Psi_{j'}\Psi^\dagger_j$ produces a minus sign and a constant. For a quadratic $h'$ with eigenvalues $\pm E'$, the difference of the two averages is the matrix $1-2f(h')=\tanh(h'/2T)$, with $f$ the Fermi function, and this equals $h'\tanh(E'/2T)/E'$ because $h'^2=E'^2$ and $\tanh$ is odd. Hence

$$\Sigma_U=U\,\frac{\tanh(E'/2T)}{2E'}\,\tau_3h'\tau_3 .$$

The same operator average is $-2T\sum_mG'$ summed symmetrically in frequency, so $\Sigma_U=-T\sum_mU\tau_3G'\tau_3$: the repulsion enters as $V\to-U$. It contributes nothing to $Z$, since the summand is odd in $\omega_m$. Normal ordering of $H_U$ would add only a constant multiple of $\tau_3$.

The matrix self-energy has given the Eliashberg equations and fixed the sign with which a charge-coupled boson, a spin-coupled boson and a static repulsion enter the pair channel. It remains to show these three cases in the small model, to reduce the equations to an isotropic form with the Coulomb pseudopotential, and to compute $T_c$ and the gap function.
